# Choosing the interaction level for stress in through-silicon via arrays

For equal circular vias of radius $R$ in a linear elastic matrix, adding the stress fields of isolated vias gives the exact array stress if via and matrix have equal shear moduli. If the moduli differ, the first correction to the hoop stress in the silicon, at the rim point facing a neighbour at centre distance $d$, is

$$\Delta\sigma_{\theta\theta}=3\beta S\frac{R^2}{(d-R)^2},\qquad \beta=\frac{\mu_i-\mu_m}{\mu_m+\kappa_m\mu_i}. \tag{1}$$

Here $\Delta$ means full solution minus superposition, $S$ is the normal traction on the interface of an isolated via, $\mu$ is a shear modulus, $i$ and $m$ label via and matrix, and $\kappa_m=3-4\nu_m$ with $\nu_m$ the matrix Poisson ratio. The neighbour's own stress at that point has size $SR^2/(d-R)^2$, so the correction is $3\beta$ times a quantity that superposition already computes.

## What the setting selects

The setting is the interaction level of an array-stress calculation. It belongs to the elastic calculation that supplies stress or strain, not to an electronic-structure calculation that may later take that strain as input. Three levels are considered:

- **Superposition:** add the isolated fields.
- **Pair images:** add, for every ordered pair of vias, the first elastic response of one via to the other's field.
- **Full coupling:** solve for the responses of all vias together.

The model has perfectly bonded, isotropic vias in an infinite isotropic matrix. Strains are measured from the freely contracted silicon, and in that frame the axial strain is zero (plane strain). Tension is positive. The misfit strain is $e=(\alpha_i-\alpha_m)\Delta T$, with $\alpha$ the expansion coefficient. A metal that contracts more than silicon on cooling has $e<0$.

## The isolated via

By symmetry the displacement is radial. The solution regular at the centre is $u=ar$; the decaying solution outside is $u=aR^2/r$, which matches it at $r=R$. Inside, both in-plane strains equal $a$. With Lamé constant $\lambda_i$, Hooke's law gives

$$\sigma_{rr}=2(\lambda_i+\mu_i)a-(3\lambda_i+2\mu_i)e .$$

Define $k_i=\lambda_i+\mu_i=\mu_i/(1-2\nu_i)$. Since $\lambda_i=2\mu_i\nu_i/(1-2\nu_i)$,

$$3\lambda_i+2\mu_i=\frac{2\mu_i(1+\nu_i)}{1-2\nu_i}=2k_i(1+\nu_i),$$

so $\sigma_{rr}=2k_i[a-(1+\nu_i)e]$ inside. Outside, the radial strain is $-aR^2/r^2$ and the hoop strain is $+aR^2/r^2$. Their sum vanishes, so $\lambda_m$ drops out and $\sigma_{rr}=-2\mu_m aR^2/r^2$. Equal tractions at $r=R$ require

$$2k_i[a-(1+\nu_i)e]=-2\mu_m a
\quad\Rightarrow\quad a=\frac{(1+\nu_i)e\,k_i}{k_i+\mu_m},$$

$$S=-2\mu_m a=-\frac{2\mu_m(1+\nu_i)e\,k_i}{k_i+\mu_m}. \tag{2}$$

In the matrix $\sigma_{rr}=SR^2/r^2$ and $\sigma_{\theta\theta}=-SR^2/r^2$. Cooling a metal with the larger contraction makes $S>0$: the via pulls on the silicon radially and the silicon is compressed along the hoop.

## A form suited to many vias

Let $z=x+iy$, with a bar for complex conjugation. Plane elastic fields follow from two analytic functions $\varphi$ and $\psi$:

$$\sigma_{xx}+\sigma_{yy}=4\,\mathrm{Re}\,\varphi',\qquad
\sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}=2(\bar z\varphi''+\psi'), \tag{3}$$

$$2\mu(u+iv)=\kappa\varphi-z\overline{\varphi'}-\overline{\psi},\qquad
F=\varphi+z\overline{\varphi'}+\overline{\psi}. \tag{4}$$

Here $u,v$ are the Cartesian displacements. Continuity of $F$ along an interface, up to a constant, is continuity of traction.

Under rotation to polar axes,

$$\sigma_{\theta\theta}-\sigma_{rr}+2i\sigma_{r\theta}=e^{2i\theta}(\sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}).$$

For the isolated via the left side is $-2SR^2/r^2$. Multiplying by $e^{-2i\theta}$ gives $-2SR^2/z^2$ in Cartesian axes. The stress sum is zero, so

$$\varphi=0,\qquad \psi'=-\frac{SR^2}{z^2},\qquad \psi=\frac{SR^2}{z}. \tag{5}$$

A sum of such fields still has $\varphi=0$. Superposition therefore predicts $\sigma_{xx}+\sigma_{yy}=0$ everywhere in the silicon, for any arrangement of vias. In this model a nonzero in-plane sum comes entirely from elastic interaction, which matters if the stress is passed to a calculation that responds to that sum.

## How a via answers its neighbour

Place the origin at one via. A neighbour's field is analytic there and can be expanded in terms $\psi=\Gamma z^n$ with $n\ge1$; the constant term is a translation. The thermal misfit is already carried by the isolated solution, so the added fields must satisfy continuity without a thermal source. Try

$$\text{outside: }\ \varphi=Az^{-n},\quad \psi=\Gamma z^n+Bz^{-n-2};\qquad
\text{inside: }\ \varphi=0,\quad \psi=Dz^n .$$

On the rim $\bar z=R^2/z$, hence

$$\varphi=\frac{A\bar z^n}{R^{2n}},\qquad
z\overline{\varphi'}=-\frac{n\bar A z^{n+2}}{R^{2n+2}},\qquad
\overline{Bz^{-n-2}}=\frac{\bar B z^{n+2}}{R^{2n+4}} .$$

The last two terms appear as a sum in both relations (4). They cancel if $B=nR^2A$. The terms in $\bar z^n$ then give, for force and displacement,

$$\frac{A}{R^{2n}}+\bar\Gamma=\bar D,\qquad
\frac{1}{\mu_m}\left(\frac{\kappa_mA}{R^{2n}}-\bar\Gamma\right)=-\frac{\bar D}{\mu_i}.$$

Write $A=\beta R^{2n}\bar\Gamma$. The first equation gives $D=(1+\beta)\Gamma$, and the second becomes

$$\kappa_m\beta-1=-\frac{\mu_m}{\mu_i}(1+\beta)
\quad\Rightarrow\quad
\beta\left(\kappa_m+\frac{\mu_m}{\mu_i}\right)=1-\frac{\mu_m}{\mu_i}.$$

Multiplication by $\mu_i$ gives $\beta$ in (1). It does not depend on $n$, which makes a closed sum possible. At this first response, the neighbour's stress inside the via is its superposed value times $1+\beta$.

For a neighbour centred at $z_j$, set $c=\bar z_j$. Its field is $\psi=SR^2/(z-z_j)$. Since each coefficient is conjugated and $z^n$ is replaced by $R^{2n}/z^n$, the sum without its constant term is

$$\varphi=\beta SR^2\left[\frac{1}{R^2/z-c}+\frac1c\right].$$

Differentiation, and $B=nR^2A$ summed over $n$, give

$$\varphi'=\frac{\beta SR^4}{(R^2-cz)^2},\qquad
\psi=-\frac{R^2}{z}\varphi'. \tag{6}$$

This is the pair image. Continued into the responding via, $\varphi$ is singular at $z=R^2/c$, and $\psi$ is singular both there and at the via's centre.

To obtain the rim stress, differentiate $\psi$: $\psi'=R^2\varphi'/z^2-R^2\varphi''/z$. On the rim $R^2/z=\bar z$, so

$$\bar z\varphi''+\psi'=\frac{\bar z}{z}\varphi'=e^{-2i\theta}\varphi'.$$

In polar axes the stress difference is therefore $\sigma_{\theta\theta}-\sigma_{rr}+2i\sigma_{r\theta}=2\varphi'$, while the sum is $4\,\mathrm{Re}\,\varphi'$. Adding the real parts and halving,

$$\Delta\sigma_{\theta\theta}=3\,\mathrm{Re}\,\varphi',\qquad
\Delta\sigma_{rr}=\mathrm{Re}\,\varphi',\qquad
\Delta\sigma_{r\theta}=\mathrm{Im}\,\varphi'. \tag{7}$$

For a neighbour on the positive $x$ axis, $c=d$. At the facing point $z=R$ the denominator in (6) is $R^2(d-R)^2$, which gives (1). The image in the neighbour also reaches this point, but at large spacing its stress there is smaller by at least a factor of order $(R/d)^2$, so (1) is the leading correction.

At any rim point $R^2-cz=z(\bar z-c)$, whose modulus is $R|z-z_j|$. The via's own first response to all neighbours thus obeys

$$|\Delta\sigma_{\theta\theta}|\le 3|\beta|S\sum_j\frac{R^2}{|z-z_j|^2}\qquad(S>0). \tag{8}$$

This bounds the first response, not the complete error, and it ignores cancellation between neighbours.

## Equal shear moduli and other limits

If $\mu_i=\mu_m$, then $\beta=0$, and the result holds beyond the first response. A neighbour's field has no in-plane dilatation. Continued into the via, the same displacement produces the stress $2\mu\varepsilon$ in either material, where $\varepsilon$ is the strain, because $\lambda$ multiplies zero. Equilibrium and both continuity conditions are satisfied, so by uniqueness of the elastic solution superposition is the full solution. Different Poisson ratios change $S$ but create no interaction.

This was tested on a $3\times3$ array with pitch $4R$, via Poisson ratio 0.42 and the shear modulus of the silicon in the example below. The largest rim hoop error was $1.5\times10^{-8}S$, a numerical residue.

A softer via has $\beta<0$. For $S>0$, superposition then understates the hoop compression at a point facing a single neighbour. A via stiffer in shear has $\beta>0$ and reverses the correction. As $\mu_i/\mu_m$ tends to zero, $\beta\to-1$; as it tends to infinity, $\beta\to1/\kappa_m$. Replacing cooling by equal heating reverses every stress but leaves errors relative to $|S|$ unchanged.

## Distance and symmetry

At large spacing $\varphi'\simeq\beta SR^4/(c^2z^2)$. The peak rim error at via $i$ tends to

$$3|\beta|SR^2\left|\sum_{j\ne i}\frac{1}{(z_i-z_j)^2}\right|. \tag{9}$$

For a pair this falls as $d^{-2}$. In an array the complex terms can cancel: neighbours along $x$ and $y$ enter with opposite signs. In units of the inverse squared pitch, the modulus of the sum in a $3\times3$ square array is 0.945 for a corner via, 0.510 for an edge via and zero for the centre via.

The centre still has an error. Expanding (6) further gives terms with $\sum c^{-3}$, which vanishes by inversion symmetry, and $\sum c^{-4}$. With pitch $p$, the four nearest vias contribute $4/p^4$ to the latter and the four diagonal ones $-1/p^4$, leaving $3/p^4$. The images in the surrounding vias also reach the centre with size $\beta S(R/p)^4$. The centre error therefore falls as $p^{-4}$.

The same estimate shows what pair images omit. One via's image, of size $\beta S(R/d)^2$ at its own rim, weakens by another factor $(R/d)^2$ before reaching its neighbour. That neighbour's answer is missing, so a pair treated with images has a remaining error of order $d^{-4}$.

These orders were tested with the example's materials by comparing spacings of $40R$ and $80R$. The fitted exponents were 2.04 for a superposed pair, 4.04 for a pair with images, 2.04 for the superposed corner via and 4.00 for the superposed centre via.

For the centre via, images need not raise the exponent, because the omitted second response is itself of order $p^{-4}$. That term is very small in the $3\times3$ array: the images in the edge and corner vias nearly cancel at the centre, contributing $-4(0.510)$ and $+4(0.945)/2$, and what remains is an isotropic in-plane stress to which the via responds weakly. Between pitches of $8R$ and $16R$ the centre error with images falls with an exponent of about 5.6, and at $16R$ it is $1.2\times10^{-4}$ MPa against 0.020 MPa for superposition. The $p^{-4}$ law with images is reached only at wider spacing.

## The three levels as an algorithm

1. Compute $S$ from (2) and $\beta$ from (1).
2. For superposition, add (5) with $z$ replaced by $z-z_j$ for each via.
3. For pair images, add (6) for every ordered pair. Use coordinates centred on the responding via, and evaluate (3) in those coordinates before adding stresses.
4. For full coupling, give every via an outer series in inverse powers of its local coordinate $\zeta$ and an inner series in non-negative powers. Add the thermal displacement $(1+\nu_i)e\zeta$ inside. Impose continuity of displacement and $F$ on every rim, with all outer fields present.

For $N$ vias the image sum has $N(N-1)$ terms at each field point and needs no linear solve. For full coupling, let the outer $\varphi$ contain inverse powers 1 to $M$ and the outer $\psi$ 1 to $M+2$; let the inner $\varphi$ contain powers 0 to $M+2$ and the inner $\psi$ 0 to $M$. This makes $4M+6$ complex coefficients per via. Two complex conditions at $2M+3$ rim points supply the same number of equations.

The example uses $M=14$. Between the imposed points, its tractions were recomputed from numerical derivatives of the displacement and Hooke's law. The largest jump across an interface was $3.8\times10^{-8}S$.

## Gold-filled vias in silicon

The example is a $3\times3$ array with $R=5$ µm and pitch 20 µm, cooled by 100 K. Rough typical constants are used: for gold, Young's modulus $E_i=78$ GPa, $\nu_i=0.42$ and $\alpha_i=14.2$ ppm/K; for silicon, 160 GPa, 0.22 and 2.8 ppm/K. They give $\mu_i=27.46$ GPa, $\mu_m=65.57$ GPa, $k_i=171.7$ GPa and $\kappa_m=2.12$.

The misfit is $(14.2-2.8)\times10^{-6}\times(-100)=-1.14\times10^{-3}$. Equations (2) and (1) yield

$$S=\frac{2(65.57\ \mathrm{GPa})(1.42)(1.14\times10^{-3})(171.7)}{171.7+65.57}=153.6\ \mathrm{MPa},$$

$$\beta=\frac{27.46-65.57}{65.57+2.12\times27.46}=-0.308 .$$

First take two vias alone. At the facing point the neighbour's isolated stress has size $153.6/(4-1)^2=17.07$ MPa. Superposition gives a hoop stress of $-153.6-17.1=-170.7$ MPa; full coupling gives $-185.7$ MPa. The correction is $-15.0$ MPa, against $3(-0.308)(17.07)=-15.8$ MPa from (1). The difference of 0.7 MPa comes from later responses; the image in the neighbour contributes less than 0.1 MPa at this point.

The missing stress is about 10% of $S$, but 88% of the neighbour's superposed contribution. A calculation meant to isolate the effect of adding a neighbour therefore needs the interaction even when the total stress looks adequate.

In the array, the peak rim hoop errors of superposition are 11.3 MPa at a corner via, 9.1 MPa at an edge via and 5.3 MPa at the centre via. Pair images reduce them to 0.37, 0.45 and 0.13 MPa. The corner error is smaller than that of the isolated pair. The signs in (6) show how this can happen: at the corner via's point facing its $x$ neighbour, that neighbour contributes $1/9$ to $\mathrm{Re}\,\varphi'/(\beta S)$, while the nearest $y$ neighbour contributes $-15/289$.

The far-spacing law (9) would give only $3(0.308)(153.6)(0.945)/16=8.4$ MPa at the corner, so it should not replace (6) at this pitch.

Halfway between the centre via and its neighbour along $x$, superposition gives $(\sigma_{xx},\sigma_{yy})=(64.9,-64.9)$ MPa and full coupling gives $(64.6,-65.2)$ MPa. The sum is $-0.55$ MPa instead of zero. This close agreement belongs to the array. For an isolated pair, the two images at the midpoint give a sum of $8\beta S/49=-7.7$ MPa. A midpoint is therefore not a general measure of the error.

## Choosing a level

For the same array geometry and materials, with the pitch alone varied, the largest rim hoop errors relative to $S$ are:

| Pitch (µm) | Superposition (%) | Pair images (%) |
|---:|---:|---:|
| 15 | 14.3 | 1.4 |
| 20 | 7.4 | 0.3 |
| 30 | 3.0 | 0.05 |
| 40 | 1.6 | 0.01 |

Superposition reaches a 5% error at a pitch of 23.7 µm. For an isolated pair, setting the magnitude of (1) equal to a chosen fraction $t$ of $S$ gives

$$d=R\left(1+\sqrt{\frac{3|\beta|}{t}}\right), \tag{10}$$

or 26.5 µm for $t=0.05$. Equation (10) is a first-response estimate for two vias, not a guarantee for every array.

Superposition suits spacings at which its error is within the chosen tolerance, provided the in-plane stress sum is not needed. Pair images suit the example's array: their largest error, 0.45 MPa, is far below the uncertainty of the material model described next. These errors depend on layout, because neighbours along $x$ and $y$ partly cancel in a square array. At the same pitch, images leave 0.8 MPa for two vias alone; for a row of five they leave 2.3 MPa, and superposition misses 24 MPa, about 16% of $S$. Full coupling is the choice when vias nearly touch or when the image correction is no longer small compared with the isolated stress. For an unfamiliar layout, solve a representative small cluster with full coupling and with the cheaper level, and compare the stress component and location that will be used.

## What real vias change

Copper is the common filling for through-silicon vias; gold is a less usual choice. The diameter of 10 µm and pitch of 20 µm represent a dense array of fairly large vias. The 100 K cooling is modest beside many process excursions. In plane strain, which describes the via far from the wafer surfaces, the peak von Mises stress in the gold is 66 MPa, below a rough yield stress of 100 MPa. Linear scaling reaches that yield stress at about 150 K of cooling, beyond which this elastic calculation is unsafe. That limit applies only far from the wafer surfaces. Near the top rim of the via the von Mises stress is higher, and with these rough constants the gold can yield there already within the example's 100 K of cooling.

The largest omission concerns depth. At a free wafer surface the axial via stress must vanish, whereas plane strain gives $2\nu_iS-E_ie=218$ MPa. The plane-stress limit, appropriate to a thin disc rather than to the top of a long via, halves $S$ to 75.7 MPa while changing $\beta$ only to $-0.297$. It is not a guide to the silicon surface around a long via. Releasing the axial stress there also loads the silicon, and can raise its in-plane stress instead of lowering it: for a via with the elastic constants of the matrix, the surface value is $2(1-\nu_m)=1.56$ times the plane-strain one. For the softer gold via the factor is smaller, about 1.2 to 1.4 at radii between $1.1R$ and $4R$. Devices near the surface therefore need a three-dimensional calculation.

Silicon is also anisotropic. Its two in-plane shear moduli on a (001) wafer, roughly 51 and 80 GPa, give $S=127$ and 177 MPa and $\beta=-0.22$ and $-0.38$ when inserted separately in the isotropic formulas. These are indicative values, not an anisotropic solution. An oxide liner 0.2 µm thick that replaces the outermost gold, so that the outer radius stays 5 µm, with rough constants $E=70$ GPa, $\nu=0.17$ and $\alpha=0.5$ ppm/K, lowers $S$ to 137 MPa. If the array filled the whole chip, the vias would occupy an area fraction of 0.196, and a uniaxial load-sharing estimate puts about $-19$ MPa in the silicon along the via axis; the lateral constraint that it ignores roughly doubles this value. A composite-cylinder estimate with free outer surfaces gives about $-42$ MPa axially, an interface traction near 118 MPa and an in-plane stress sum near $-57$ MPa.

Each of these effects exceeds the error left by pair images at 20 µm pitch. Full coupling removes the interaction error within the stated model; it does not remove these errors of the model itself. The numerical output below lists the main computed values.

## Computed results

```
Via radius 5.0 um, pitch 20.0 um, 3x3 array
Temperature change -100 K
Gold (rough): E 78 GPa, nu 0.42, alpha 14.2 ppm/K
Silicon (rough): E 160 GPa, nu 0.22, alpha 2.8 ppm/K
Shear moduli: gold 27.46 GPa, silicon 65.57 GPa
Gold k_i 171.7 GPa, silicon kappa_m 2.12
Thermal misfit strain -1.140e-03
Isolated interface traction S 153.6 MPa
Contrast factor beta -0.3078, 1+beta 0.6922
Pair at the example pitch, rim point facing the neighbour:
  neighbour's isolated stress size 17.07 MPa
  hoop stress: superposed -170.69 MPa, full -185.71 MPa
  correction: full -15.02 MPa, image law -15.76 MPa
3x3 array, midpoint between centre via and its +x neighbour:
  superposed sxx 64.91 MPa, syy -64.91 MPa
  full       sxx 64.61 MPa, syy -65.16 MPa
3x3 array, peak rim hoop error (superposed; with pair images):
  corner via 11.34 MPa; 0.37 MPa
  edge via 9.08 MPa; 0.45 MPa
  centre via 5.34 MPa; 0.13 MPa
Pitch sweep, largest rim hoop error in % of S (same order):
  pitch 15 um: 14.33 %; 1.42 %
  pitch 20 um: 7.38 %; 0.29 %
  pitch 30 um: 3.00 %; 0.05 %
  pitch 40 um: 1.64 %; 0.01 %
  pitch 60 um: 0.70 %; 0.00 %
Pitch for 5 % superposition error 23.7 um
Decay exponents, pair: superposed 2.04, with images 4.04
Decay exponents, 3x3 superposed: corner 2.04, centre 4.00
Lattice sums (pitch units): corner 0.945, edge 0.510, centre 0.000
Equal-shear test, largest error / S 1.5e-08
Largest traction jump between collocation points / S 3.8e-08
Neglected effects:
  peak von Mises stress in gold 66.2 MPa, rough yield 100 MPa
  cooling that reaches this yield 151 K
  silicon in-plane shear moduli (rough) 51 and 80 GPa
    S 127.3 and 176.7 MPa; beta -0.215 and -0.380
  oxide liner 0.2 um (rough E 70 GPa, nu 0.17, alpha 0.5 ppm/K)
    S with liner 137.4 MPa
  axial via stress removed at a free surface 218.0 MPa
  plane-stress limit: S 75.7 MPa, beta -0.297
  array filling the chip: via area fraction 0.196, axial silicon stress -19.4 MPa
```
